# Why one silicon oxidation run cannot show thickness-decaying enhancement

A simulated oxide grows from 1.5 nm to 18.9 nm in 45 min. A growth law whose enhancement decays with oxide thickness, with two fitted parameters, follows the curve to 0.06 nm root-mean-square. Yet the enhancement that produced the curve depends on time alone. If the oxidation is stopped after 15 min and resumed for 30 min, the fitted law predicts 19.0 nm. The generating law gives 22.0, 18.9 or 17.4 nm, depending on what the interruption does to its clock. How can so good a fit leave so much open?

## The belief and its appeal

Thin oxides on silicon grow in dry oxygen faster than the linear-parabolic law allows. That law follows from two steps in series. Oxygen dissolves in the outer oxide at concentration $c_*$, diffuses through thickness $x$ with diffusivity $D$, and reacts at the silicon with rate constant $k$. In steady state the two fluxes are equal:

$$F=\frac{D(c_*-c_i)}{x}=kc_i ,$$

where $c_i$ is the concentration at the silicon. The equality gives $c_i=c_*/(1+kx/D)$. If one unit volume of oxide takes up $N$ oxygen molecules, the growth rate is

$$h(x)=\frac{F}{N}=\frac{kc_*/N}{1+kx/D}=\frac{B}{A+2x},\qquad A=\frac{2D}{k},\quad B=\frac{2Dc_*}{N}.$$

The last form results from multiplying numerator and denominator by $2D/k$. Transport through the gas is neglected.

To describe the fast early growth one adds an enhancement. The belief is this: if

$$\frac{dx}{dt}=h(x)+E(x),\qquad E(x)=Ce^{-x/L},$$

fits a measured run within its scatter, then the enhancement decays with thickness, over the length $L$. The inference tempts because the law is compact, $L$ looks like the depth of some interfacial region, and the residuals are small. But in a single run thickness and time increase together, so a dependence on one can be rewritten as a dependence on the other.

## Every time law has a thickness twin

Let the enhancement instead be a decreasing function $g$ of time, and let $X(t)$ be the resulting run:

$$\frac{dX}{dt}=h(X)+g(t),\qquad X(0)=x_0 .$$

Both terms are positive, so $X$ increases strictly and has an inverse $t(x)$ over the range of thickness covered. Define

$$E(x)=g\bigl(t(x)\bigr).$$

Along the run $E(X(t))=g(t)$, so $X(t)$ also solves $dx/dt=h(x)+E(x)$ with the same starting thickness. For smooth rates that solution is unique. The chain rule gives

$$\frac{dE}{dx}=\frac{dg/dt}{dX/dt}<0 ,$$

so the twin enhancement decays with thickness. Conversely, given a decreasing $E(x)$ and its run $X(t)$, the function $g(t)=E(X(t))$ decreases in time and reproduces that run. More frequent or more precise readings of the one run cannot separate such a pair.

This equivalence holds for general functions. Simple exponentials are a narrower choice. For

$$g(t)=g_0e^{-t/\tau}$$

we have $dg/dt=-g/\tau$, and the local decay length of the twin is

$$-\frac{E}{dE/dx}=-\frac{g\,(dX/dt)}{dg/dt}=\tau\frac{dX}{dt}.$$

An exponential in thickness would need this length to be constant, hence a constant growth rate. That limit is approached when $x\ll A$ and $g_0\ll B/A$; then $L\approx\tau B/A$, and even the simple laws coincide.

## How good the wrong fit is

The example takes $A=150$ nm, $B=45$ nm²/min, $x_0=1.5$ nm, $g_0=0.40$ nm/min and $\tau=15$ min. The linear rate is $B/A=0.30$ nm/min, so the enhancement is not weak. The local decay length falls from

$$15\left(\frac{45}{153}+0.40\right)\approx10.4\ \text{nm}$$

at the start to 3.9 nm at 45 min.

The growth equation was integrated numerically and read every 3 min, giving 15 thicknesses. With $A$, $B$ and $x_0$ held at their true values, a least-squares fit of the thickness exponential gives $C=0.59$ nm/min and $L=6.5$ nm. This length lies between the two extremes above. It is a compromise over the run; the generating law contains no decay length in thickness.

The largest misfit at a reading is 0.10 nm. Suppose each reading has independent Gaussian scatter of standard deviation 0.2 nm. The squared misfits, each divided by the squared scatter, add up to 1.4. This sum is the noncentrality of the chi-square statistic, which here has $15-2=13$ degrees of freedom. In the linear approximation to the fit, a test that rejects a correct law 5% of the time rejects this wrong law 9% of the time. In 300 simulated noisy runs, each refitted, it was rejected in 8.7%. In 28% of them the wrong law even fitted better than the true form, which had equally many free parameters.

## What a restart can reveal

Interrupt the run at $t_1$, when the thickness is $x_1=X(t_1)$, and resume under the same furnace conditions. Let $u$ be the time since restart. Assume that the pause adds no oxide and leaves $h$ unchanged.

Under a thickness law the rate depends on the present thickness alone. The shifted curve $X(t_1+u)$ satisfies the growth equation and starts at $x_1$, so by uniqueness it is the continuation. The length of the pause has no effect.

Under a time law one must say which time counts. Let $s$ be the clock reading at restart. For a pause of duration $p$ there are three simple cases:

- The clock is reset, $s=0$, as if the interruption restored the initial condition.
- The clock counts oxidation time, $s=t_1$, as if oxidation itself used up the enhancement.
- The clock runs through the pause, $s=t_1+p$, as if heat alone removed the enhancement.

In the second case the enhancement is $g(t_1+u)$ and the old curve continues. A time-decaying enhancement therefore does not always reveal itself on restart. In the other two cases it does, and the size of the effect can be bounded.

Consider two legs of duration $T$ under the time law. Both start at thickness $x_s$, with clocks $a<b$. Call their thicknesses $x_a$ and $x_b$, and let $\Delta=x_a-x_b$. The difference of the base rates is

$$\frac{B}{A+2x_a}-\frac{B}{A+2x_b}
=-\frac{2B\,\Delta}{(A+2x_a)(A+2x_b)}\equiv-m(u)\Delta ,$$

and therefore

$$\frac{d\Delta}{du}=-m(u)\Delta+g(a+u)-g(b+u),\qquad \Delta(0)=0 .$$

The damping term has a plain meaning: the thicker oxide has the slower base growth. Multiplying by the integrating factor $\exp\int_0^u m\,dv$ and integrating gives

$$\Delta(T)=\int_0^T \exp\left[-\int_u^T m(v)\,dv\right]\,[g(a+u)-g(b+u)]\,du .$$

The second bracket is positive because $g$ decreases. Both oxides are at least $x_s$ thick, so $0<m\le\kappa$ with $\kappa=2B/(A+2x_s)^2$. The exponential factor then lies between $e^{-\kappa T}$ and 1, and

$$e^{-\kappa T}I\le\Delta(T)\le I .$$

For the exponential enhancement,

$$I=g_0\left(e^{-a/\tau}-e^{-b/\tau}\right)\int_0^Te^{-u/\tau}du
=g_0\tau\left(e^{-a/\tau}-e^{-b/\tau}\right)\left(1-e^{-T/\tau}\right).$$

The thickness twin continues like the time law with clock $t_1$, so these bounds apply to its comparison with the other two clocks.

## The numbers after interruption

Take $t_1=15$ min, $T=30$ min and a hot pause in inert gas of $p=30$ min. At the interruption the oxide is 9.5 nm thick. For a reset clock, $a=0$ and $b=15$ min:

$$I=6.0\,(1-e^{-1})(1-e^{-2})\approx3.28\ \text{nm}.$$

Here $\kappa T\approx0.095$, which puts the lower bound at 2.98 nm. Numerical integration gives a gain of 3.1 nm over the twin: 22.0 nm against 18.9 nm. The fitted exponential, started from the true thickness at 15 min, gives 19.0 nm. Its imperfect fit thus shifts the prediction by only about 0.1 nm, towards the reset-clock value, and does not cause the discrepancy.

If the clock runs through the pause, the twin has $a=15$ min and the time law $b=45$ min. Then

$$I=6.0\,(e^{-1}-e^{-3})(1-e^{-2})\approx1.65\ \text{nm},$$

and integration gives a loss of 1.6 nm, to 17.4 nm.

The moment of interruption matters. At fixed $T$, $p$ and $\tau$, the upper bound on the reset gain is proportional to $1-e^{-t_1/\tau}$, and vanishes for an early interruption. The bound on the running-clock loss is proportional to $e^{-t_1/\tau}$, and vanishes for a late one. An interruption near $t_1=\tau$ keeps both effects appreciable. The pause must also not be short compared with $\tau$ if a running clock is to show.

## Etching back separates the remaining case

One way to expose a clock that counts oxidation time is to change the thickness while the clock stands still. After the first 15 min, etch the oxide back to 3.0 nm, a thickness first passed at $t_e=2.26$ min. Assume that etching changes nothing but thickness.

The thickness law returns to its old curve at $t_e$ and regains the large early enhancement. The oxidation-time clock remains at 15 min. After another 30 min the predictions are 15.4 nm and 13.0 nm. The bounds, with $a=t_e$ and $b=t_1$, are 2.28 and 2.55 nm; the computed difference is 2.4 nm.

This experiment does not replace the simple restart. With a reset clock the etched wafer reaches 16.1 nm, only 0.7 nm above the thickness-law prediction, because the clock values 0 and 2.26 min are close together. Restart separates the reset clock well, and etch-back separates the oxidation-time clock.

## Real furnaces and the limits of the inference

The parameters are round values in the rough regime of dry oxidation of silicon near 900 °C and 1 atm. They are not a calibration: real enhancement depends on crystal orientation, cleaning and moisture. Real furnaces also break the assumption of identical legs. The following estimates use rough inputs and the uninterrupted growth curve.

- With an activation energy of 2.0 eV for both rate terms, a second leg 2 K hotter adds 0.31 nm under the time law with an oxidation-time clock, and 0.27 nm under the thickness twin. The larger value is counted.
- A start-up lag of 0.5 min at the restart rate of 0.41 nm/min is counted as 0.21 nm. On the old curve the final loss is smaller, 0.13 nm, because growth slows along the leg.
- A residual oxygen fraction of $10^{-3}$ during the pause, with growth taken as the 0.7 power of pressure, adds 0.10 nm before the restart. Under the thickness twin, 0.06 nm of this remains at the end.
- The difference of two readings has a standard deviation of $\sqrt2\times0.2=0.28$ nm.

Added without regard to sign, these make 0.90 nm, below both restart signals. The margin is not large for the running clock: a second leg 10 K too cold would lower the final thickness by 1.2 nm under the thickness twin, most of the 1.6 nm loss.

The dissolved oxygen itself carries no useful memory. With $c_*\approx5\times10^{16}$ cm⁻³ and $N\approx2.2\times10^{22}$ cm⁻³, the relation $D=BN/(2c_*)$ gives about $1.7\times10^{-9}$ cm²/s. The profile across 18.9 nm is then re-established in a time of order $x^2/D\approx2$ ms.

A restart deviation well beyond such errors excludes every law in which the rate depends on thickness alone, provided the pause has not altered the base rate. The proviso matters most for a loss. Under the thickness twin, a fivefold drop in the diffusivity of the existing oxide during the hot pause would lower the final thickness by 1.9 nm and could pass for a running clock. Even an unlimited rise would add only 0.7 nm, far less than the reset gain, because growth here is limited mainly by the reaction. Both figures leave the newly grown oxide unchanged. For the same reason the interface constant $k$ matters more than $D$: under the thickness twin, a second leg with $k$ lower by 28% reproduces the 1.6 nm loss, and one with $k$ higher by 67% reproduces the 3.1 nm gain. A gain is thus harder to mimic than a loss, but a pause that changes the interface reaction can produce either. Nor does a deviation by itself identify the mechanism. Agreement with the old curve, in turn, leaves the oxidation-time clock open until thickness and oxidation time have been varied separately.
